# When does a 1 eV barrier allow one jump per second?

## Question

I have an exercise on atoms hopping in a diffusion-barrier film. The jump rate has a prefactor of \(10^{13}\) per second and a barrier of 1 eV, and I must show that one jump per second occurs on average near 388 K.

If I put 388 K into \(\nu e^{-E/kT}\), I get about 1.025 per second. That is close, but it only checks a number I was given. How do I derive the temperature, and what does "on average" mean here? I also don't know whether \(10^{13}\) counts one jump direction or all of them, or whether tunnelling and similar refinements would spoil the answer. Finally, is one jump per second fast or slow for a film 10 nm thick?

## Answer

**The rate and the average**

Let \(\nu=10^{13}\ \mathrm{s^{-1}}\) be the prefactor for leaving the site by any exit, \(E=1\) eV the barrier, \(T\) the absolute temperature and \(k=8.617\times10^{-5}\) eV/K. Both \(\nu\) and \(E\) are taken as independent of temperature. The total jump rate is

\[
\Gamma(T)=\nu e^{-E/kT}.
\]

A simple picture gives its meaning. The atom makes \(\nu\) independent attempts per second, each succeeding with probability \(p=e^{-E/kT}\). The probability that it has not jumped by time \(t\) is

\[
S(t)=(1-p)^{\nu t}=e^{\nu t\ln(1-p)}\simeq e^{-\nu pt}=e^{-\Gamma t}.
\]

The approximation is \(\ln(1-p)\simeq-p\), whose relative error is about \(p/2\). Here \(p\) will be near \(10^{-13}\), so the error is negligible.

The probability density of the waiting time is \(-dS/dt\). Integrating by parts, with \(tS\) vanishing at both ends, gives the mean wait:

\[
\langle t\rangle=\int_0^\infty t\left(-\frac{dS}{dt}\right)dt=\int_0^\infty S\,dt=\frac1\Gamma .
\]

"One jump per second on average" therefore means \(\Gamma=1\ \mathrm{s^{-1}}\) and a mean wait of 1 s. It does not mean a regular beat: the chance of seeing no jump in a given second is \(e^{-1}\simeq0.37\).

**Solving for the temperature**

Call the target rate \(\Gamma_1=1\ \mathrm{s^{-1}}\). Divide \(\Gamma_1=\nu e^{-E/kT_1}\) by \(\nu\), take logarithms and change the sign:

\[
\frac{E}{kT_1}=\ln\frac{\nu}{\Gamma_1}
\quad\Longrightarrow\quad
T_1=\frac{E}{k\ln(\nu/\Gamma_1)} .
\]

The logarithm has a pure number as its argument, as it must. With \(\ln10^{13}=29.934\),

\[
T_1=\frac{1\ \mathrm{eV}}{(8.617\times10^{-5}\ \mathrm{eV/K})(29.934)}=387.7\ \mathrm{K},
\]

or 114.5 °C. This is the required result. There is no second solution, because

\[
\frac{d\ln\Gamma}{dT}=\frac{E}{kT^2}>0 ,
\]

so the rate rises steadily with temperature.

The same derivative explains your 1.025. At \(T_1\) it equals \(29.934/387.7=0.077\) per kelvin. Rounding up to 388 K adds 0.32 K and raises the rate by about \(0.32\times0.077\simeq2.5\%\). A rise of 10 K multiplies the rate by 2.12.

**Where the prefactor comes from**

The attempt picture can be replaced by a calculation for one exit of a one-dimensional well \(V(x)\), with its bottom at zero and its top at \(E\). Assume classical motion, thermal equilibrium in the well, and no immediate return after a crossing. The rate is the probability density at the top times the mean outward velocity, with inward velocities counted as zero:

\[
\langle v_+\rangle=\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv=\sqrt{\frac{kT}{2\pi m}},
\]

\[
\Gamma_{\rm exit}=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-E/kT}}{\int_{\rm well}e^{-V/kT}dx}.
\]

When \(kT\ll E\), the integral comes mostly from the bottom, where \(V\simeq\frac12m(2\pi f)^2x^2\) and \(f\) is the vibration frequency. The Gaussian integral is

\[
\int e^{-V/kT}dx\simeq\frac{1}{2\pi f}\sqrt{\frac{2\pi kT}{m}} .
\]

Substitution cancels the mass and the temperature outside the exponential, leaving \(\Gamma_{\rm exit}=fe^{-E/kT}\). In this model the prefactor of a single exit is the vibration frequency.

This is why your question about directions matters. If \(10^{13}\ \mathrm{s^{-1}}\) belongs to each of six equivalent exits, the total prefactor is \(6\times10^{13}\ \mathrm{s^{-1}}\), and one jump per second occurs at 365.8 K. The exercise's 388 K takes \(10^{13}\ \mathrm{s^{-1}}\) as the total.

**How refinements move the answer**

Suppose a refinement multiplies the rate by a constant \(c\). The condition becomes \(c\nu e^{-E/kT}=\Gamma_1\), so

\[
T_c=\frac{E}{k[\ln(\nu/\Gamma_1)+\ln c]}
\simeq T_1-\frac{T_1}{\ln(\nu/\Gamma_1)}\ln c
= T_1-(13\ \mathrm{K})\ln c .
\]

The second form requires \(|\ln c|\ll30\). The large logarithm is what protects the answer: if half of all crossings return at once, \(c=0.5\) and the temperature rises by only 9 K. A prefactor ten times smaller raises it by 32 K according to the first form; the linear form gives 30 K.

The barrier has no such protection, since \(T_1\propto E\). An error of 0.05 eV, or 5%, moves the temperature by 5%, which is 19 K.

**Anharmonicity**

Take the periodic potential \(V=E\sin^2(\pi x/a)\), where \(a\) is the jump length. Put \(\theta=\pi x/a\) and \(b=E/kT\). Near the bottom \(\sin^2\theta\simeq\theta^2-\theta^4/3\), so

\[
e^{-b\sin^2\theta}\simeq e^{-b\theta^2}\left(1+\frac{b\theta^4}{3}\right).
\]

For the Gaussian weight \(e^{-b\theta^2}\), the mean of \(\theta^4\) is \(3/(4b^2)\). The well integral grows by the factor \(1+1/(4b)\), and the rate changes by

\[
c_{\rm anh}\simeq1-\frac{1}{4b}=1-\frac{kT}{4E}.
\]

At \(T_1\), \(kT=0.0334\) eV and this gives 0.992. Direct integration gives 0.991. The atom spends slightly more time in the softened well, and the required temperature rises by 0.1 K.

**Quantum corrections**

Let \(u=hf/kT\), where \(h\) is Planck's constant. In the sine-squared potential the top and the bottom have curvatures of equal size, so the same \(f\) describes both. Two effects enter: transmission near the top and discrete levels in the well.

For the top, measure energy from the barrier maximum in units of \(hf\) and call it \(e\). In scaled variables with \([x,p]=i\), the Hamiltonian is \((p^2-x^2)/2\). Define \(Q=(p+x)/\sqrt2\) and \(P=(p-x)/\sqrt2\). Then \([Q,P]=i\), and the Hamiltonian becomes \((QP+PQ)/2\). Classically \(Q\) grows and \(P\) decays, so the sign of \(P\) tells where the particle came from and the sign of \(Q\) where it goes.

A particle arriving from the left has \(P>0\). With \(Q=i\,d/dP\), its energy eigenfunction is \(P^{-1/2-ie}\) for \(P>0\) and zero otherwise. Transforming to \(Q\) gives

\[
\int_0^\infty P^{-1/2-ie}e^{iPQ}dP\ \propto\ (-iQ)^{-1/2+ie}.
\]

Since \(-i=e^{-i\pi/2}\), the magnitude carries a factor \(e^{\pi e/2}\) for \(Q>0\) (transmitted) and \(e^{-\pi e/2}\) for \(Q<0\) (reflected). The ratio of probabilities is \(e^{2\pi e}\). They add to one, so the transmission probability is \(1/(1+e^{-2\pi e})\).

Now average over thermal energies. With \(y=(\varepsilon-E)/kT\), where \(\varepsilon\) is the energy, we have \(e=y/u\). The classical result, full transmission for \(y>0\) and none below, integrates to 1. The quantum result is

\[
\kappa=\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/u}}
=\frac{u}{2\pi}\int_0^\infty\frac{w^{u/2\pi-1}}{1+w}dw
=\frac{u/2}{\sin(u/2)},
\]

where \(w=e^{-2\pi y/u}\), and the last integral is the standard \(\pi/\sin(\pi\alpha)\) with \(\alpha=u/2\pi\). Extending the lower limit from the well bottom to \(-\infty\) is harmless here, because the integrand has long since decayed.

For the well, the classical partition function is \(kT/(hf)=1/u\). The quantum sum is

\[
\sum_{n=0}^\infty e^{-u(n+1/2)}=\frac{e^{-u/2}}{1-e^{-u}}=\frac{1}{2\sinh(u/2)} .
\]

The rate is the thermal flux, \((kT/h)\kappa e^{-E/kT}\), divided by the well's partition function. Relative to the classical rate,

\[
c_{\rm q}=\frac{u/2}{\sin(u/2)}\cdot\frac{\sinh(u/2)}{u/2}
=\frac{\sinh(u/2)}{\sin(u/2)} .
\]

For \(f=10^{13}\ \mathrm{s^{-1}}\) at \(T_1\), \(u=1.238\). Tunnelling contributes a factor 1.067 and the quantized well 1.065, so \(c_{\rm q}=1.136\). Solving with the temperature dependence of \(c_{\rm q}\) included lowers the answer by 1.7 K. These figures belong to a parabolic top and a harmonic well. For the full sine-squared potential (with the mass and jump length given next) the two factors become 1.068 and 1.063, their product 1.135, and the shift 1.6 K.

This frequency suits a light atom. In the sine-squared well \(f=\sqrt{E/(2m)}/a\), so with \(E=1\) eV and \(a=0.25\) nm it requires a mass of about 8 atomic mass units. A copper atom in the same well would have \(f\simeq3.5\times10^{12}\ \mathrm{s^{-1}}\) and the formula for \(c_{\rm q}\) then gives a correction of only about 1.6% at \(T_1\).

The value 1.136 is also a generous estimate if \(10^{13}\ \mathrm{s^{-1}}\) is the total over six exits. The one-exit model then gives \(f=\nu/6\), and the small-\(u\) form \(c_{\rm q}-1\simeq u^2/12\) puts the correction near 0.0035, against 0.136 above. In the same well, \(f=\nu/6\) would need 36 times the mass, about 278 atomic mass units, which is heavier than any stable atom, so this case is only a lower bracket. For copper, six exits would give a total prefactor of \(2.1\times10^{13}\ \mathrm{s^{-1}}\) and one jump per second near 378 K.

The integral for \(\kappa\) converges only for \(u<2\pi\), that is, \(T>hf/(2\pi k)=76\) K for \(f=10^{13}\ \mathrm{s^{-1}}\). Near and below that temperature the parabolic top is no longer an adequate description, and the shape of the whole barrier matters. In the opposite limit, \(kT\) comparable with \(E\), the atom spends a large share of its time above the barrier, and the picture of rare, separate jumps fails.

**What one jump per second does in a film**

Take a film of thickness \(L=10\) nm and a simple cubic set of sites with \(a=0.25\) nm. It has \(N=L/a=40\) layers. Each of the six jump directions has rate \(\Gamma/6\), and successive jumps are independent. After time \(t\) the mean-square displacement is \(\Gamma ta^2\). Setting this equal to \(6Dt\) gives the diffusion coefficient

\[
D=\frac{a^2\Gamma}{6}=\frac{(0.25\ \mathrm{nm})^2(1\ \mathrm{s^{-1}})}{6}=0.0104\ \mathrm{nm^2/s}.
\]

Let the atom start in layer 0, with jumps back through the entrance face blocked, and remove it when it reaches layer \(N\). Let \(\tau_i\) be the mean remaining time from layer \(i\), with \(\tau_N=0\). Sideways jumps do not change the layer, so

\[
\frac{\Gamma}{6}(\tau_0-\tau_1)=1,\qquad
\frac{\Gamma}{6}(2\tau_i-\tau_{i-1}-\tau_{i+1})=1\quad(1\le i\le N-1).
\]

Write \(d_i=\tau_i-\tau_{i+1}\). The equations become \(d_0=6/\Gamma\) and \(d_i=d_{i-1}+6/\Gamma\), hence \(d_i=6(i+1)/\Gamma\). Adding all the differences,

\[
\tau_0=\sum_{i=0}^{N-1}d_i=\frac{6}{\Gamma}\,\frac{N(N+1)}{2}=\frac{3N(N+1)}{\Gamma}.
\]

At \(T_1\) this is \(3\times40\times41=4920\) s, or about 1.4 hours. The continuum formula \(L^2/(2D)=3N^2/\Gamma\) gives 4800 s; it is smaller by the factor \(N/(N+1)\).

With the film and barrier held fixed, temperature changes the crossing time as follows:

- At 300 K, \(\Gamma=1.6\times10^{-4}\ \mathrm{s^{-1}}\) and the mean crossing takes \(3.1\times10^7\) s, about a year.
- At 358 K, \(\Gamma=0.084\ \mathrm{s^{-1}}\) and it takes \(5.9\times10^4\) s, about 16 hours.
- At 673 K, \(\Gamma=3.2\times10^5\ \mathrm{s^{-1}}\) and it takes 15 ms.

So one jump per second is slow on the scale of atomic vibrations but fast for a film meant to last years. To find the barrier that gives a mean crossing time \(t_{\rm L}\), set \(t_{\rm L}=3N(N+1)e^{E/kT}/\nu\) and solve:

\[
E=kT\ln\frac{\nu t_{\rm L}}{3N(N+1)} .
\]

For ten years, \(3.16\times10^8\) s, at 358 K this gives 1.26 eV for the same prefactor and geometry, or 1.265 eV to three decimals; the third decimal matters, because 1.260 eV would give only 8.5 years. It is not a complete lifetime rule, since some atoms cross well before the mean time. In this walk 1% have crossed by 0.13 of the mean time, and holding that 1% back for ten years at 358 K needs about 0.06 eV more barrier.

**Comparison with real barrier films**

The parameters are round numbers meant for a thin, electrically conducting barrier film in chip wiring, not data for a particular material. A thickness of some nanometres, a hot chip near 358 K and a process anneal near 673 K are roughly realistic. Within this model, a 1 eV barrier is low for long service. One assumption at risk in a polycrystalline film is that every path has the same barrier, because grain boundaries can offer easier routes. If such a route had a barrier of 0.8 eV with the same prefactor, its jump rate at \(T_1\) would be 398 times larger, and one jump per second would occur at 310 K. With the same number and geometry of jumps, the crossing would take about 12 s instead of 4920 s. The 0.8 eV is an assumed value, but it shows that the choice of path can matter far more than tunnelling or anharmonicity. An insulating film under voltage is a different case for charged atoms, because the field lowers the barrier in one direction and raises it in the other. Suppose 1 V falls evenly across the 10 nm film, pushes a singly charged atom towards the exit, and each barrier top lies midway between sites. Each forward jump then gains 0.025 eV, so at \(T_1\) the forward rate is \(e^{0.025/0.0334}\simeq2.1\) times the backward rate. The resulting drift shortens the mean crossing from 4920 s to about 5 minutes.

For the exercise itself, the derivation under "Solving for the temperature" is sufficient, provided you state that \(10^{13}\ \mathrm{s^{-1}}\) is the total prefactor. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
prefactor = 1.0e+13 1/s
barrier = 1.00 eV
k = 8.617333e-05 eV/K
ln(prefactor / 1 per s) = 29.9336
T for one jump per second = 387.68 K
same in Celsius = 114.5 C
kT there = 0.03341 eV
success chance per attempt = 1.000e-13
mean wait from survival = 1.000000 s
chance of no jump in 1 s = 0.3679
rate at exactly 388 K = 1.0254 1/s
d ln(rate)/dT = 0.0772 1/K
rate factor for +10 K = 2.123
jump length = 0.25 nm
film thickness = 10.0 nm, layers = 40
D at one jump per second = 0.01042 nm2/s
continuum crossing time = 4800.0 s
T = 300.00 K: rate = 1.588e-04 1/s, crossing = 3.099e+07 s
T = 358.00 K: rate = 8.364e-02 1/s, crossing = 5.882e+04 s
T = 387.68 K: rate = 1.000e+00 1/s, crossing = 4.920e+03 s
T = 673.00 K: rate = 3.247e+05 1/s, crossing = 1.515e-02 s
ten years = 3.1558e+08 s
barrier for ten years at 358 K = 1.265 eV
model mass in cosine well = 7.72 u
anharmonic factor = 0.9914
u = h f / kT = 1.2380
tunnelling factor = 1.0668
quantized-well factor = 1.0651
total quantum factor = 1.1363
parabolic formula diverges at = 76.4 K
1e13 per exit, six exits: T = 365.78 K, shift = -21.89 K
prefactor ten times smaller: T = 419.98 K, shift = +32.31 K
barrier 0.05 eV higher: T = 407.06 K, shift = +19.38 K
barrier 0.05 eV lower: T = 368.29 K, shift = -19.38 K
half of crossings return: T = 396.87 K, shift = +9.19 K
anharmonic cosine well: T = 387.79 K, shift = +0.11 K
quantum correction: T = 386.01 K, shift = -1.66 K
fast path, 0.8 eV: T = 310.14 K, shift = -77.54 K
fast-path rate gain at T_one = 398.1
```
